# The Bloch-Redfield-Wangsness equation, questioned and tested on a randomly kicked spin, part 1

(Sections cited here and not found follow in the second part.)

## First half: from a random field to a double commutator

Q: A spin in a fluctuating magnetic field still has a Hamiltonian at every instant. Its evolution is unitary, and unitary evolution can be reversed. How can such a spin relax?

A: A single spin with a known field history does not. Relaxation appears when we average over histories, as a measurement on many spins does. Let me fix the setting. I use atomic units, so \(\hbar=1\) and energies are angular frequencies. The Hamiltonian is
\[
H(t)=H_0+H_1(t),\qquad H_1(t)=\sum_a b_a(t)V_a ,
\]
with fixed Hermitian spin operators \(V_a\) and real random functions \(b_a(t)\). For each history the density matrix \(\rho(t)\) obeys \(\dot\rho=-i[H(t),\rho]\). The quantity we want is the average over histories, \(\sigma(t)=\langle\rho(t)\rangle\).

I assume that the noise is stationary, has zero mean, and has uncorrelated components:
\[
\langle b_a(t+\tau)b_c(t)\rangle=\delta_{ac}G_a(\tau).
\]
Classical numbers commute, so stationarity gives \(G_a(-\tau)=G_a(\tau)\). The typical size of \(b_a\) is \(b\), and \(G_a\) dies out after a correlation time \(\tau_c\). The \(V_a\) are taken to be of order one.

Q: The large static part \(H_0\) will make everything oscillate. How do you isolate the slow change?

A: By moving to the interaction picture, marked with a star:
\[
\rho^*(t)=e^{iH_0t}\rho(t)e^{-iH_0t},\qquad H_1^*(t)=e^{iH_0t}H_1(t)e^{-iH_0t}.
\]
Differentiating the two exponentials gives \(+i[H_0,\rho^*]\). The equation for \(\rho\) gives \(-i[H_0+H_1^*,\rho^*]\). The \(H_0\) terms cancel, leaving
\[
\dot\rho^*(t)=-i[H_1^*(t),\rho^*(t)].
\]
Integrate this from 0 to \(t\) and put the result back into its own right-hand side:
\[
\dot\rho^*(t)=-i[H_1^*(t),\rho(0)]-\int_0^t dt'\,[H_1^*(t),[H_1^*(t'),\rho^*(t')]].
\]
Nothing has been neglected. The factor \((-i)^2=-1\) gives the sign of the second term.

Now average. If the initial state is independent of the noise, \(\rho(0)=\sigma(0)\), and the first term vanishes because \(\langle H_1^*\rangle=0\).

Q: The second term contains \(\rho^*(t')\), which depends on the same noise as the two factors of \(H_1^*\). You cannot simply average them separately.

A: Not without an approximation, and its error should be estimated. Write \(\mathcal L(t)X=-i[H_1^*(t),X]\). Iterating further and averaging gives a series
\[
\sigma^*(t)=[1+A_2(t)+A_4(t)+\dots]\,\sigma(0),
\]
where the subscript counts powers of \(b\). I assume here that odd moments vanish, as they do for the field used below. The derivatives are
\[
\dot A_2=\int_0^t dt_1\,\langle\mathcal L(t)\mathcal L(t_1)\rangle,
\]
\[
\dot A_4=\int_0^t dt_1\int_0^{t_1}dt_2\int_0^{t_2}dt_3\,\langle\mathcal L(t)\mathcal L(t_1)\mathcal L(t_2)\mathcal L(t_3)\rangle .
\]
Invert the series to express \(\sigma(0)\) through the present state, \(\sigma(0)=[1-A_2+\dots]\sigma^*(t)\). Then
\[
\dot\sigma^*=\left[\dot A_2+(\dot A_4-\dot A_2A_2)+\dots\right]\sigma^*(t).
\]
The second-order approximation keeps \(\dot A_2\).

Q: But \(A_2\) grows with time. Does the neglected bracket not grow too?

A: The subtraction prevents it. The product \(\dot A_2A_2\) contains \(\langle\mathcal L(t)\mathcal L(t_1)\rangle\langle\mathcal L(t_2)\mathcal L(t_3)\rangle\). If \(t_1\) and \(t_2\) are separated by many correlation times, the noise in the later pair is independent of that in the earlier pair. The four-time average in \(\dot A_4\) then becomes this same product, and the difference vanishes. If instead \(t-t_1\) or \(t_2-t_3\) is large, one factor is independent of the rest and has zero mean, so both terms vanish. The product also contains the region \(t_2>t_1\), absent from \(\dot A_4\), but there \(t_2\) lies between \(t_1\) and \(t\). What survives has all three integration times within a few \(\tau_c\) of \(t\). Its size is \(b^4\tau_c^3\), while \(\dot A_2\) has size \(b^2\tau_c\). The error relative to the term kept is therefore of order
\[
\frac{b^4\tau_c^3}{b^2\tau_c}=(b\tau_c)^2 .
\]
In physical terms, the field must change before it has turned the spin by an appreciable angle. With nonzero third moments the first correction can be of relative order \(b\tau_c\). The estimate compares the neglected term with \(b^2\tau_c\). An individual rate that comes out much smaller than \(b^2\tau_c\) at second order can have a much larger relative error.

Set \(\tau=t-t'\) and use the correlation function. The second-order equation is
\[
\dot\sigma^*(t)=-\int_0^t d\tau\sum_aG_a(\tau)\,[V_a^*(t),[V_a^*(t-\tau),\sigma^*(t)]].
\]

Q: The upper limit still remembers when the experiment began.

A: Here the short-correlation-time approximation enters. For \(t\gg\tau_c\), \(G_a(\tau)\) is negligible at the upper limit, which may be moved to infinity. The equation then describes changes over times long compared with \(\tau_c\). The relaxation rate is at most of order \(b^2\tau_c\), so the fractional change during one correlation time is at most of order \((b\tau_c)^2\), which is already small. Notice that \(\omega\tau_c\) has not been assumed small for the precession frequencies \(\omega\).

Q: Where do spectral densities come from? There is still an operator at an earlier time under the integral.

A: Its time dependence is a sum of simple phases. Let \(E_i\) be the eigenvalues of \(H_0\). Let \(V_a(\omega)\) contain those matrix elements \((V_a)_{ij}\) for which \(E_i-E_j=\omega\), and zeros elsewhere. Then
\[
[H_0,V_a(\omega)]=\omega V_a(\omega),\qquad V_a^*(t)=\sum_\omega V_a(\omega)e^{i\omega t},
\]
because element \(ij\) acquires the phase \(e^{i(E_i-E_j)t}\). Taking the adjoint exchanges \(i\) and \(j\), and \(V_a\) is Hermitian, so \(V_a(\omega)^\dagger=V_a(-\omega)\).

Insert the sum twice, with frequency \(\omega'\) in the outer operator and \(\omega\) in the inner one:
\[
\dot\sigma^*=-\sum_{a,\omega,\omega'}e^{i(\omega+\omega')t}K_a(\omega)[V_a(\omega'),[V_a(\omega),\sigma^*]],
\]
\[
K_a(\omega)=\int_0^\infty G_a(\tau)e^{-i\omega\tau}d\tau=\tfrac12J_a(\omega)-iQ_a(\omega).
\]
The real functions are
\[
J_a(\omega)=\int_{-\infty}^{\infty}G_a(\tau)\cos\omega\tau\,d\tau,\qquad
Q_a(\omega)=\int_0^\infty G_a(\tau)\sin\omega\tau\,d\tau .
\]
The factor \(\tfrac12\) is there because \(J_a\) covers both signs of \(\tau\). \(J_a\) is even in \(\omega\), and \(Q_a\) is odd.

Q: The phases \(e^{i(\omega+\omega')t}\) are awkward. May you discard them?

A: Those with \(\Omega=\omega+\omega'\ne0\) may be discarded if they turn fast enough. Consider a contribution \(Re^{i\Omega t}\sigma^*\), with \(R\) the size of a relaxation rate. Integrating by parts,
\[
\int_0^tRe^{i\Omega s}\sigma^*(s)ds=\frac{R}{i\Omega}\left[e^{i\Omega s}\sigma^*(s)\right]_0^t-\frac{R}{i\Omega}\int_0^te^{i\Omega s}\dot\sigma^*(s)ds .
\]
Over a relaxation time both pieces are at most of order \(R/|\Omega|\), whereas a term without a phase changes the state by order one. The secular approximation keeps \(\omega'=-\omega\). It requires relaxation rates and shifts to be small compared with each nonzero \(|\Omega|\) that is dropped. Two nearly equal transition frequencies can violate this even in a strong field.

With \(V_a(-\omega)=V_a(\omega)^\dagger\), what remains is
\[
\dot\sigma^*=-\sum_{a,\omega}\left[\tfrac12J_a(\omega)-iQ_a(\omega)\right][V_a(\omega)^\dagger,[V_a(\omega),\sigma^*]].
\]

Q: An imaginary coefficient in front of a double commutator looks neither like relaxation nor like a Hamiltonian.

A: Pair each \(\omega>0\) with \(-\omega\). Write \(V\) for \(V_a(\omega)\). Since \(Q_a\) is odd, the pair gives
\[
iQ_a(\omega)\left\{[V^\dagger,[V,\sigma^*]]-[V,[V^\dagger,\sigma^*]]\right\}
=iQ_a(\omega)[[V^\dagger,V],\sigma^*],
\]
by the Jacobi identity. Reversing the inner commutator gives \(-iQ_a(\omega)[[V,V^\dagger],\sigma^*]\), which is Hamiltonian motion. The zero-frequency term is absent because \(Q_a(0)=0\).

Returning to the original picture restores \(-i[H_0,\sigma]\). The phases of \(V\) and \(V^\dagger\) cancel, so the other terms keep their form:
\[
\dot\sigma=-i[H_0+H_s,\sigma]-\frac12\sum_{a,\omega}J_a(\omega)[V_a(\omega)^\dagger,[V_a(\omega),\sigma]],
\]
\[
H_s=\sum_{a,\omega>0}Q_a(\omega)[V_a(\omega),V_a(\omega)^\dagger].
\]
This is the Bloch-Redfield-Wangsness equation for classical noise. The numerical check evaluates the memory integral in the time domain for a four-level system with a random coupling, averages it over a common period, and finds agreement with this formula to rounding accuracy.

Q: Does it really describe loss of order?

A: Consider \(\mathrm{Tr}\,\sigma^2\), which measures how far the state is from complete disorder. The Hamiltonian terms leave it unchanged. With \(X=[V,\sigma]\), we have \(X^\dagger=[\sigma,V^\dagger]\), and cyclicity of the trace gives \(\mathrm{Tr}(\sigma[V^\dagger,X])=\mathrm{Tr}(X^\dagger X)\). Hence
\[
\frac{d}{dt}\mathrm{Tr}\,\sigma^2=-\sum_{a,\omega}J_a(\omega)\,\mathrm{Tr}\left([V_a(\omega),\sigma]^\dagger[V_a(\omega),\sigma]\right)\le0 .
\]
The sign follows from \(J_a\ge0\), since \(J_a\) is a noise power:
\[
0\le\frac1T\left\langle\left|\int_0^Tb_ae^{-i\omega t}dt\right|^2\right\rangle
=\int_{-T}^{T}\left(1-\frac{|\tau|}{T}\right)G_a(\tau)e^{-i\omega\tau}d\tau\to J_a(\omega)
\]
as \(T\to\infty\).

Q: But the unit matrix commutes with everything, so it is stationary. A real spin ends with a thermal polarization.

A: Classical noise exchanges energy equally readily in both directions, as if the surroundings were infinitely hot. To describe a finite temperature, I use a quantum lattice. Replace \(b_a\) by lattice operators \(B_a\), with the lattice held at inverse temperature \(\beta\). For one component, let \(C(\tau)=\langle B(\tau)B(0)\rangle\), and let \(V,V'\) be the coupling operators at \(t\) and \(t-\tau\). Expanding the double commutator and tracing over the lattice gives
\[
C(\tau)(VV'\sigma-V'\sigma V)+\text{adjoint}.
\]
The steps above, with \(S(\omega)=\int_{-\infty}^{\infty} C(\tau)e^{-i\omega\tau}d\tau\), lead to
\[
L\sigma=\sum_\omega S(\omega)\left[V(\omega)\sigma V(\omega)^\dagger-\tfrac12\{V(\omega)^\dagger V(\omega),\sigma\}\right],
\]
apart from a frequency shift, which I leave aside. Braces denote an anticommutator.

Here the spin gains \(\omega\) and the lattice loses it. The lattice level from which it starts carries a Boltzmann weight smaller by \(e^{-\beta\omega}\) than the starting level of the reverse process, so \(S(\omega)=e^{-\beta\omega}S(-\omega)\). Let \(\sigma_{\rm eq}\propto e^{-\beta H_0}\). From \(H_0V=V(H_0+\omega)\) follows \(V\sigma_{\rm eq}=e^{\beta\omega}\sigma_{\rm eq}V\). The terms for \(\omega\) and \(-\omega\) then add to
\[
S(\omega)\sigma_{\rm eq}\left[e^{\beta\omega}VV^\dagger-V^\dagger V+V^\dagger V-e^{\beta\omega}VV^\dagger\right]=0 .
\]
Thus \(L\sigma=L(\sigma-\sigma_{\rm eq})\).

Write \(S(\omega)=J(\omega)e^{-\beta\omega/2}\), with \(J\) even. Without the exponential, the terms for \(\pm\omega\) combine into the double-commutator operator \(D\), because
\[
V\sigma V^\dagger+V^\dagger\sigma V-\tfrac12\{V^\dagger V+VV^\dagger,\sigma\}
=-\tfrac12\left([V^\dagger,[V,\sigma]]+[V,[V^\dagger,\sigma]]\right).
\]
So \(L-D\) is of relative order \(\beta\omega\). If the state differs from the normalized unit matrix by an amount of order \(\beta\omega\), as \(\sigma_{\rm eq}\) itself does, then \(\sigma-\sigma_{\rm eq}\) is also of order \(\beta\omega\), and
\[
L\sigma=D(\sigma-\sigma_{\rm eq})+O\left((\beta\omega)^2\right).
\]
This high-temperature argument justifies subtracting \(\sigma_{\rm eq}\). For a spin 1, the numerical check finds that the error grows by a factor of 4.00 when \(\beta\omega\) doubles.

## Second half: the kicked spin as a test

Q: Before we go on, which results are you taking over?

A: The Hamiltonian is \(H_0+\sum_ab_a(t)V_a\), with \(\hbar=1\), and \(V_a(\omega)\) is the part of \(V_a\) that raises the energy by \(\omega\). The correlation function \(G_a(\tau)\) of \(b_a\) has the full cosine transform \(J_a(\omega)\) and the one-sided sine transform \(Q_a(\omega)\). For noise of size \(b\) and correlation time \(\tau_c\), with \(b\tau_c\ll1\) and \(t\gg\tau_c\), and with relaxation slow compared with the dropped oscillations, the averaged state obeys
\[
\dot\sigma=-i[H_0+H_s,\sigma]+D\sigma,\qquad
D\sigma=-\frac12\sum_{a,\omega}J_a(\omega)[V_a(\omega)^\dagger,[V_a(\omega),\sigma]],
\]
\[
H_s=\sum_{a,\omega>0}Q_a(\omega)[V_a(\omega),V_a(\omega)^\dagger].
\]
From here on the noise is classical, so it does not drive the spin towards a thermal polarization.

For weak classical noise with a short correlation time, and relaxation slow compared with the dropped oscillations, the averaged spin state obeys a double-commutator equation with a frequency shift. What remains is to derive \(T_1\), \(T_2\) and the shift for a spin in a random magnetic field, and to test the approximations against independent solutions.
